# Stress from a Nitride-Liner Edge: Inverse-Distance Decay Along Each Ray

A silicon nitride liner deposited under tension is a way to strain a transistor channel. Far inside a wide, uniform liner the film tension is balanced within the film itself, and almost nothing is passed to the silicon. At an edge the film has nothing left to pull against, so the silicon must hold it. How far from the edge is the resulting stress felt, and what sign does it have?

The answer is an inverse-distance law along every straight ray from the edge, with an amplitude that depends on the ray's direction. On the ray pointing vertically down, that amplitude is zero.

## Setting and the edge force

The solid fills $z>0$, with $z$ the depth and $x$ along the surface. Tension is positive. Nothing varies along $y$, the edge direction, and $\varepsilon_{yy}=0$ (plane strain). The solid is isotropic and linearly elastic, with Young's modulus $E$ and Poisson ratio $\nu$. Stresses are those caused by the liner. Polar coordinates are $x=r\cos\theta$, $z=r\sin\theta$, $0\le\theta\le\pi$.

**Lemma 1 (edge force).** A liner of thickness $h$ and tensile stress $s_f$ covers $x<0$ and ends at $x=0$. Its end region exerts on the solid a tangential force per unit length $F=s_fh$, directed towards $-x$.

*Proof.* Cut the liner at $x=-\ell$, far enough inside that it carries its full stress. The rest of the liner pulls the end piece with force $-s_fh$ along $x$. The top and the end face are free, so equilibrium requires the solid to push the piece with $+s_fh$. The reaction on the solid is $-s_fh$. $\square$

If a second liner covers $x>0$, it pulls the joint with $+F_2$, and the net force on the solid is $-(F_1-F_2)$. Equal liners cancel; a compressive second liner ($F_2<0$) adds to the effect.

Seen from distances much larger than $h$ and than the length over which the force is transferred, the load is a line force at the origin. Its couple is treated later.

## The field equations

**Lemma 2.** Let
$$s_{xx}=\partial_z^2\phi,\qquad s_{zz}=\partial_x^2\phi,\qquad s_{xz}=-\partial_x\partial_z\phi .$$
Equilibrium then holds, and the strains are compatible if and only if $\nabla^4\phi=0$ (for $\nu<1$).

*Proof.* Equilibrium along $x$ reads $\partial_x\partial_z^2\phi-\partial_z\partial_x\partial_z\phi=0$, and along $z$ it is similar. From $\varepsilon_{yy}=0$ follows $s_{yy}=\nu(s_{xx}+s_{zz})$. Hooke's law then gives
$$\frac{E\varepsilon_{xx}}{1+\nu}=(1-\nu)s_{xx}-\nu s_{zz},\qquad \frac{E\varepsilon_{xz}}{1+\nu}=s_{xz},$$
and $\varepsilon_{zz}$ by exchange of $x$ and $z$. Strains derive from a displacement when $\partial_z^2\varepsilon_{xx}+\partial_x^2\varepsilon_{zz}=2\partial_x\partial_z\varepsilon_{xz}$. Inserting $\phi$,
$$(1-\nu)(\partial_z^4\phi+\partial_x^4\phi)-2\nu\,\partial_x^2\partial_z^2\phi=-2\,\partial_x^2\partial_z^2\phi ,$$
which is $(1-\nu)\nabla^4\phi=0$. $\square$

In polar coordinates the same stresses are
$$s_{rr}=\frac{\partial_r\phi}{r}+\frac{\partial_\theta^2\phi}{r^2},\qquad s_{\theta\theta}=\partial_r^2\phi,\qquad s_{r\theta}=-\partial_r\!\left(\frac{\partial_\theta\phi}{r}\right).$$

A line force on a half-plane supplies no length. Stress is linear in $F$, a force per length, so dimensions require $s_{ij}=(F/r)\,g_{ij}(\theta)$. The modulus cannot enter, since it could do so only through $F/(Er)$, which would break linearity.

## The theorem

**Theorem.** Among stress fields proportional to $1/r$ and smooth in $\theta$, the field produced by the line force of Lemma 1 on an otherwise free surface is
$$s_{rr}=\frac{2F}{\pi}\,\frac{\cos\theta}{r},\qquad s_{\theta\theta}=s_{r\theta}=0 .$$
In Cartesian components,
$$s_{xx}=\frac{2F}{\pi}\frac{x^3}{r^4},\quad s_{zz}=\frac{2F}{\pi}\frac{xz^2}{r^4},\quad s_{xz}=\frac{2F}{\pi}\frac{x^2z}{r^4},\quad s_{yy}=\nu s_{rr}.$$

*Proof.* Write $s_{\theta\theta}=g(\theta)/r$. Integrating $\partial_r^2\phi=g/r$ twice gives
$$\phi=g(\theta)\,r\ln r+r f(\theta)+k(\theta),$$
where a term $-rg$ has been absorbed in $rf$. Then $s_{r\theta}=-g'/r+k'/r^2$. The $1/r$ form demands $k'=0$, and a constant $k$ carries no stress. Next,
$$s_{rr}=\frac{(g+g'')\ln r+g+f+f''}{r}.$$
The logarithm must vanish, so $g=a\cos\theta+b\sin\theta$. On the free surface $\theta=0$, $s_{\theta\theta}=a/r=0$ and $s_{r\theta}=-b/r=0$. Hence $g=0$, and both $s_{\theta\theta}$ and $s_{r\theta}$ vanish everywhere, including on $\theta=\pi$.

With $\phi=rf$ and $w=f+f''$ we have $\nabla^2\phi=w/r$. A second Laplacian gives
$$\nabla^2\frac{w}{r}=\frac{2w-w+w''}{r^3}=\frac{w+w''}{r^3}=0 .$$
Therefore $w=\alpha\cos\theta+\beta\sin\theta$ and $s_{rr}=w/r$.

The constants follow from the balance of a half disc of radius $r$. Let the applied force be $(P_x,P_z)$. The surrounding solid exerts the traction $s_{rr}(\cos\theta,\sin\theta)$ on the arc, so
$$P_x+\int_0^\pi w\cos\theta\,d\theta=P_x+\frac{\pi\alpha}{2}=0,\qquad P_z+\frac{\pi\beta}{2}=0,$$
because $\int_0^\pi\sin\theta\cos\theta\,d\theta=0$. Here $P_x=-F$ and $P_z=0$, hence $\alpha=2F/\pi$ and $\beta=0$. Radial tractions have no moment about the origin, so the moment balance also holds. Finally $s_{xx}=s_{rr}\cos^2\theta$, $s_{zz}=s_{rr}\sin^2\theta$ and $s_{xz}=s_{rr}\sin\theta\cos\theta$. $\square$

The same proof covers a normal force $P_z$ into the solid: it gives $s_{rr}=-(2P_z/\pi)\sin\theta/r$.

A tensile liner pulls the solid towards its covered side. For the line force, the solid is thus stretched along $x$ outside the liner ($x>0$) and compressed beneath it ($x<0$). A liner that spreads its load shifts this boundary at depth: in the example below, with the liner's finite thickness included, $s_{xx}$ at 250 nm depth is still tensile, about 6 MPa, at 100 nm inside the edge.

## What "beneath" means

**Corollary.**

1. On a fixed ray, $s_{xx}=(2F/\pi)\cos^3\theta/r$.
2. Vertically below the edge, $x=0$, all these stresses vanish.
3. At fixed $x\ne0$ and $z\gg|x|$, $s_{xx}\simeq(2F/\pi)x^3/z^4$.
4. At fixed depth $z$, the largest $s_{xx}$ lies at $x=\sqrt3\,z$ and is
$$s_{xx}^{\max}=\frac{2F}{\pi}\,\frac{3\sqrt3}{16}\,\frac1z .$$

*Proof.* The first three follow from the theorem. For the fourth,
$$\frac{\partial}{\partial x}\frac{x^3}{(x^2+z^2)^2}=\frac{x^2\,[3(x^2+z^2)-4x^2]}{(x^2+z^2)^3}=\frac{x^2(3z^2-x^2)}{(x^2+z^2)^3}.$$
This changes from positive to negative at $x=\sqrt3z$, where $r^4=16z^4$. For $x<0$ the stress is compressive. $\square$

So the peak at each depth does fall as $1/z$, but it moves sideways as it falls. A vertical line at fixed offset crosses ever steeper rays, and the factor $\cos^3\theta$ adds three powers to the decay.

**Remark (a second edge).** A liner of width $W$ has an opposite force at its other end. At surface distance $d$ outside one edge,
$$s_{xx}=\frac{2F}{\pi}\left(\frac1d-\frac1{d+W}\right).$$
For $d\ll W$ this is the single-edge law. For $d\gg W$ it becomes $2FW/(\pi d^2)$: the two forces cancel and leave a faster decay.

## A derivation without the scaling argument

The surface load can instead be split into waves $e^{ikx}$. The decaying solutions of $(\partial_z^2-k^2)^2\phi_k=0$ are $(A+Bz)e^{-|k|z}$. Zero normal stress at $z=0$ gives $A=0$. The outward normal is $-\hat z$, so the tangential traction is $-s_{xz}$; setting it equal to $-F\delta(x)$ gives $s_{xz}(x,0)=F\delta(x)$. Each wave thus has $-ikB=F$, or $B=iF/k$. Then
$$\partial_z^2\phi_k=\frac{iF}{k}\,(k^2z-2|k|)\,e^{-|k|z}.$$
This is odd in $k$, so only $i\sin kx$ survives in the inverse transform:
$$s_{xx}=\frac F\pi\int_0^\infty(2-kz)\,e^{-kz}\sin kx\,dk .$$
Now $\int_0^\infty e^{-kz}\sin kx\,dk=x/r^2$, and minus its $z$-derivative is $\int_0^\infty k\,e^{-kz}\sin kx\,dk=2xz/r^4$. Hence
$$s_{xx}=\frac F\pi\left(\frac{2x}{r^2}-\frac{2xz^2}{r^4}\right)=\frac{2F}{\pi}\frac{x^3}{r^4}.$$
A numerical search for the maximum of this integral at $z=1$ gives $x/z=1.7321$ and $s_{xx}z/F=0.20675$, as item 4 requires.

## An elastic liner spreads the load

The line force assumes that the liner gives up its tension at a point. In reality the solid yields a little, and the transfer is spread inwards.

**Proposition.** Let a thin bonded liner occupy $|x|<c$, with modulus $E_f'$, where $E'=E/(1-\nu^2)$ for each material. Neglect its bending. Its force $N(x)$ obeys
$$N(x)=F-\frac{2\lambda}{\pi}\,\mathrm{PV}\!\!\int_{-c}^{c}\frac{N'(\xi)\,d\xi}{x-\xi},\qquad \lambda=h\frac{E_f'}{E_s'},\quad N(\pm c)=0 .$$
With $x=c\cos\psi$ and $N=\sum_n a_n\sin n\psi$,
$$\sum_n a_n\sin n\psi\left(\sin\psi+\frac{2\lambda n}{c}\right)=F\sin\psi .$$

*Proof.* The liner stretches with the surface, so $N=F+hE_f'\varepsilon_{xx}$. There $s_{zz}=0$, hence $\varepsilon_{xx}=s_{xx}/E_s'$ and $N=F+\lambda s_{xx}$. Balance of a liner element shows that it exerts the force $dN$ on the solid, along $+x$. By the theorem with reversed sign, this produces the surface stress $-(2/\pi)\,dN/(x-\xi)$. Superposition gives the first equation; the principal value arises because the kernel is odd about the load.

Put $\xi=c\cos\chi$, so $dN=\sum_n na_n\cos n\chi\,d\chi$, with $\chi$ running from $\pi$ to $0$. The integral becomes $\sum_n(na_n/c)I_n$, where
$$I_n=\mathrm{PV}\!\!\int_0^\pi\frac{\cos n\chi}{\cos\chi-\cos\psi}\,d\chi .$$
For $n=0$ an antiderivative is
$$\frac1{\sin\psi}\ln\left|\frac{\sin\frac{\chi+\psi}2}{\sin\frac{\chi-\psi}2}\right| .$$
It vanishes at both ends and its singular parts cancel across the pole, so $I_0=0$. Writing the numerator $\cos\chi$ as $(\cos\chi-\cos\psi)+\cos\psi$ gives $I_1=\pi$. From $\cos(n+1)\chi+\cos(n-1)\chi=2\cos\chi\cos n\chi$ follows $I_{n+1}+I_{n-1}=2\cos\psi\,I_n$ for $n\ge1$. The solution is $I_n=\pi\sin n\psi/\sin\psi$. Insertion and multiplication by $\sin\psi$ give the result. $\square$

How fast is the line-force law recovered? Deep inside a very wide liner, at distance $s\gg\lambda$ from the edge, $s_{xx}\simeq-2F/(\pi s)$, so $N\simeq F[1-2\lambda/(\pi s)]$. The fraction of the load transferred per unit length is then $q(s)\simeq2\lambda/(\pi s^2)$. Outside, at distance $d$, a load at $s$ acts from $d+s$ instead of $d$. The relative loss of stress is
$$\int q(s)\frac{s}{d+s}\,ds\simeq\frac{2\lambda}{\pi d}\ln\frac d\lambda\qquad(d\gg\lambda),$$
to leading logarithm, from the range $\lambda<s<d$. The loss vanishes with distance, but slowly.

## Worked example

Take $s_f=1.5$ GPa and $h=50$ nm. Since $1\ \mathrm{GPa\,nm}=1$ N/m,
$$F=1.5\times50=75\ \mathrm{N/m}.$$
The solid has $E=160$ GPa and $\nu=0.22$, so $E_s'=168.1$ GPa. The liner has $E=200$ GPa and $\nu=0.25$, so $E_f'=213.3$ GPa. These are rough typical values for silicon and nitride. An n-type channel lies 500 nm outside the edge, 5 nm deep, with its current along $x$, the $[110]$ direction. There
$$s_{xx}\simeq\frac{2\times75}{\pi\times500}\ \mathrm{GPa}=95.5\ \mathrm{MPa},\qquad s_{yy}\simeq0.22\,s_{xx}=21.0\ \mathrm{MPa}.$$
The strain is $\varepsilon_{xx}\simeq0.0955/168.1=0.057\%$.

In linear piezoresistance at fixed carrier density, the mobility changes oppositely to the resistivity. With rough coefficients $\pi_L=-0.31$ and $\pi_T=-0.18\ \mathrm{GPa}^{-1}$,
$$\frac{\Delta\mu}{\mu}=-(\pi_Ls_{xx}+\pi_Ts_{yy})=0.0296+0.0038\simeq3.3\%.$$

The isotropic $s_{yy}$ used here is too large for crystalline silicon with $x$ along $[110]$. There $s_{yy}\simeq0.06\,s_{xx}\simeq6$ MPa (derived under crystal anisotropy below), and the gain at the same $s_{xx}$ is about 3.1%.

On the $45^\circ$ ray, $s_{xx}$ is 67.5, 33.8 and 16.9 MPa at $r=250$, 500 and 1000 nm: it halves at each doubling. With the offset fixed at 500 nm, it is 23.9, 3.82 and 0.33 MPa at depths of 500, 1000 and 2000 nm. The last step is a factor of 11.6, still short of the limiting 16. The peak at each depth is 124, 62 and 31 MPa at 125, 250 and 500 nm.

All these values are for a single line force. For the 20 µm elastic liner treated next, with its thickness included, the peaks are about 110, 57 and 28 MPa. At the fixed offset of 500 nm the stresses become about 24.4, 3.7 and −1.5 MPa. The sign reverses at 2000 nm depth because the far edge alone adds −2.3 MPa there, much more than the near edge supplies. The fall as $1/z^4$ at fixed offset is therefore a property of an unspread line force, and the far edge easily masks it. Even an isolated edge loses it when the liner is elastic. The load tail $q(s)\simeq2\lambda/(\pi s^2)$ found above contributes, at great depth,
$$\frac{2F}{\pi}\int_0^\infty\frac{2\lambda}{\pi s^2}\,\frac{s^3}{(s^2+z^2)^2}\,ds=\frac{2F\lambda}{\pi^2z^2},$$
which falls only as $1/z^2$ and finally exceeds the line-force term.

For an elastic liner 20 µm wide, $\lambda=50\times213.3/168.1=63.4$ nm. The equation for $a_n$ was solved with 600 odd terms. At five interior points, direct superposition of the resulting line forces satisfied the liner equation to $1.3\times10^{-7}F$. In this model half of $F$ is reached about 37 nm from the edge, but 90% only at about 440 nm. The first distance is less than the liner's thickness, where a thin-liner equation gives only an order of magnitude; the stress at 100 nm, two thicknesses away, is likewise rough. The equation also omits shear and bending through the liner's thickness, which spread the transfer further. Including them lowers the elastic-liner stresses below by roughly 14% at 100 nm, 5% at 500 nm and 1% at 5000 nm. The surface stresses in MPa are:

| $d$ (nm) | one edge | two edges | elastic liner |
|---:|---:|---:|---:|
| 100 | 477 | 475 | 311 |
| 500 | 95.5 | 93.2 | 77.9 |
| 1000 | 47.7 | 45.5 | 40.4 |
| 5000 | 9.5 | 7.6 | 7.3 |

Relative to two line forces, the elastic liner gives 65% of the stress at 100 nm, 84% at 500 nm and 95% at 5000 nm. The logarithmic estimate at 500 nm is a loss of $(2\times63.4/500\pi)\ln(500/63.4)\simeq17\%$, close to the computed 16%; the estimate does not fix the constant beside the logarithm. With the isotropic $s_{yy}$ the mobility gain falls from 3.3% to 2.7%; with the crystal's smaller $s_{yy}$ it falls from about 3.1% to 2.5%.

## Other limits of the model

**Crystal anisotropy.** Let $x$ lie along $[110]$ and $z$ along $[001]$. The plane-strain compliances are defined by $\varepsilon_{xx}=b_{11}s_{xx}+b_{12}s_{zz}$, $\varepsilon_{zz}=b_{12}s_{xx}+b_{22}s_{zz}$ and $2\varepsilon_{xz}=b_{66}s_{xz}$. Compatibility for $\phi\propto e^{ikx-mkz}$, $k>0$, gives
$$b_{11}m^4-(2b_{12}+b_{66})m^2+b_{22}=0 .$$
Let $m_1,m_2$ be the roots with positive real part. Zero normal stress selects $\phi_k=B(e^{-m_1kz}-e^{-m_2kz})$. At the surface $s_{xz}=ik^2B(m_1-m_2)=F$, so
$$s_{xx}=k^2B(m_1^2-m_2^2)=-iF(m_1+m_2).$$
The isotropic value is $-2iF$. The surface stress is therefore multiplied by $(m_1+m_2)/2$, and its $1/x$ form is unchanged. Rough silicon constants $C_{11},C_{12},C_{44}=166,64,80$ GPa give 0.94, a reduction of 6% for the same line force.

The transverse stress changes much more. With $y$ along $[1\bar10]$, $\varepsilon_{yy}=0$ and $s_{zz}=0$ at the surface,
$$\frac{s_{yy}}{s_{xx}}=\frac{\frac12(C_{11}+C_{12})-C_{44}-C_{12}^2/C_{11}}{\frac12(C_{11}+C_{12})+C_{44}-C_{12}^2/C_{11}}\simeq0.06,$$
instead of the isotropic 0.22.

**The liner's couple.** The liner tension acts at height $h/2$, so the end piece also needs a couple $Fh/2$ from normal forces. It tends to peel: the liner lifts the solid at the edge and presses on it further in. Represented by forces $F/2$ up at $x=0$ and $F/2$ down at $x=-h$, it adds 0.08 MPa at the channel. At $x=433$, $z=250$ nm it adds 2.0 MPa to 62 MPa. The arm $h$ is only a representation, and these values depend on it. In the bonded film of finite thickness the lifting force is about 12 N/m within roughly 30 nm of the edge, and the balancing pressure is spread over several hundred nanometres. Its normal forces then add about 0.05 and 1.5 MPa at these two points.

**Finite wafer thickness.** Full coverage of a wafer of thickness $t$ compresses it by $F/t$ on average. The couple $Ft/2$ adds bending stress $6(Ft/2)/t^2=3F/t$ at the surface. For $t=775$ µm the total is $-4F/t=-0.39$ MPa. This is the value for full coverage. A liner much narrower than the wafer thickness changes the half-plane result far less: for the 20 µm liner of the example, by only about $-0.005$ MPa near its edge.

**Small distances.** On the surface the line-force stress equals the liner's own stress at $r=2h/\pi=31.8$ nm. Nearer the edge the formula grows without limit and describes no real liner.

**Comparison with a real device.** The liner stress and thickness are of typical order, but the geometry is a flat liner boundary half a micrometre from a channel. If a liner instead runs over the gate, it has corners and steps within tens of nanometres of the channel. There the line-force formula is unsuitable, and the 95 MPa found here should not be read as the stress such a liner delivers. Even for the flat boundary, elastic transfer and the far edge together lower 95.5 to 77.9 MPa in the thin-liner model, and to about 74 MPa when the liner's finite thickness is included. Crystal anisotropy lowers that last value by roughly a further 6%, to about 70 MPa. With the same rough piezoresistance coefficients, the mobility gain is then about 2.2%. Gate topography, plastic flow, and the dependence of the piezoresistance on doping, temperature and confinement are not sized. For a flat, bonded liner, and on rays well away from the vertical, the usable range of the inverse-distance law is $h,\lambda\ll r\ll W$, with $r$ also much smaller than the wafer thickness. The slow logarithm makes the lower condition demanding. On steep rays the leading term is small, and load spreading, the couple and the far edge can outweigh it. At 250 nm straight below the edge, where the line force gives no stress, the example's elastic liner of finite thickness leaves about 10 MPa in $s_{xx}$ and 42 MPa in $s_{zz}$. The values said to include the liner's finite thickness are plane-strain results for a bonded elastic film of thickness $h$; the thin-liner equation does not give them.

## Calculated quantities

```
liner stress 1.50 GPa, thickness 50 nm, width 20 um
solid E 160 GPa, nu 0.22; liner E 200 GPa, nu 0.25
plane-strain moduli: solid 168.1 GPa, liner 213.3 GPa
edge force F = 75.0 N/m
channel offset 500 nm, depth 5 nm
channel s_xx 95.47 MPa, s_yy 21.01 MPa
channel s_zz 0.0095 MPa, s_xz 0.955 MPa
channel strain e_xx 0.0568 percent
piezoresistance: long. -0.31, transv. -0.18 1/GPa
mobility gain, line force: 3.34 percent
s_xx at the mirror point under the liner -95.47 MPa
45 degree ray, r 250 nm: s_xx 67.52 MPa
45 degree ray, r 500 nm: s_xx 33.76 MPa
45 degree ray, r 1000 nm: s_xx 16.88 MPa
offset 500 nm, depth 0 nm: s_xx 95.493 MPa
offset 500 nm, depth 250 nm: s_xx 61.115 MPa
offset 500 nm, depth 500 nm: s_xx 23.873 MPa
offset 500 nm, depth 1000 nm: s_xx 3.820 MPa
offset 500 nm, depth 2000 nm: s_xx 0.330 MPa
size of s_xx 250 nm vertically below the edge 0.00 MPa
peak position x/z from Fourier search 1.7321
peak s_xx*z/F from Fourier search 0.20675
peak s_xx at depth 125 nm: 124.05 MPa
peak s_xx at depth 250 nm: 62.02 MPa
peak s_xx at depth 500 nm: 31.01 MPa
largest Fourier mismatch, unit force and lengths 1.1e-16
load-transfer length lambda 63.4 nm
50 and 90 percent of F reached 37 and 444 nm from edge
elastic-liner equation residual / F 1.3e-07
surface s_xx in MPa: distance nm, one edge, two edges, elastic liner, ratio
    100   477.46   475.09   310.62   0.654
    250   190.99   188.63   144.70   0.767
    500    95.49    93.16    77.90   0.836
   1000    47.75    45.47    40.39   0.888
   2000    23.87    21.70    20.07   0.925
   5000     9.55     7.64     7.28   0.953
mobility gain, elastic liner: 2.72 percent
rough silicon C11, C12, C44: 166, 64, 80 GPa
anisotropy factor on surface s_xx 0.9388 (radial form 0.9388)
couple adds to channel s_xx 0.083 MPa
couple adds at x 433, z 250 nm: 1.99 MPa to 62.02 MPa
wafer 775 um thick: full-cover surface stress -0.387 MPa
line-force stress equals liner stress at r = 31.8 nm on the surface
```
